# Strain ratio of a biaxially strained (111) cubic film

## Definitions and conventions

A film of cubic crystal grows on a thick substrate with its surface normal along the body diagonal,

\[
\mathbf n=\tfrac{1}{\sqrt3}[111].
\]

The substrate imposes the same strain \(\varepsilon_\parallel\) on every in-plane direction. This is what "biaxial" means here; unequal in-plane strains are treated separately below. The top face is free. The task is to find the strain \(\varepsilon_\perp\) along the normal.

For a displacement field \(\mathbf u\), the tensor strain is

\[
\varepsilon_{ij}=\tfrac12\left(\partial_i u_j+\partial_j u_i\right),
\]

so an off-diagonal component is half the engineering shear. Tension is positive. Strains are small and uniform, and stress follows Hooke's law

\[
\sigma_{ij}=\sum_{kl}C_{ijkl}\,\varepsilon_{kl}.
\]

In the cube axes a cubic crystal has three independent stiffnesses, \(C_{1111}=C_{11}\), \(C_{1122}=C_{12}\) and \(C_{2323}=C_{44}\), together with their equivalents under exchange of the axes and of the indices within a pair. All other components vanish. Since \(\varepsilon_{23}\) and \(\varepsilon_{32}\) both enter the sum, \(\sigma_{23}=2C_{44}\varepsilon_{23}\).

The unstrained crystal is stable if every strain costs energy. Uniform expansion, a traceless stretch along the cube axes, and a shear between them require respectively

\[
K\equiv C_{11}+2C_{12}>0,\qquad C_{11}-C_{12}>0,\qquad C_{44}>0 .
\]

The quantity \(K\) is three times the bulk modulus: a strain \(e\) along all three axes gives the stress \(Ke\), while the relative volume change is \(3e\).

The result to be derived is

\[
\boxed{\frac{\varepsilon_\perp}{\varepsilon_\parallel}
=-\,\frac{2\,(C_{11}+2C_{12}-2C_{44})}{C_{11}+2C_{12}+4C_{44}}}
\]

## Splitting the stiffness tensor

Rotating 81 components one by one is unnecessary if the part that does not change is separated first. Write

\[
C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}
+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})
+H\sum_m\delta_{im}\delta_{jm}\delta_{km}\delta_{lm},
\]

\[
H=C_{11}-C_{12}-2C_{44}.
\]

The last sum is 1 if all four indices agree and 0 otherwise. The three kinds of component confirm the split:

- \(C_{1111}=C_{12}+2C_{44}+H=C_{11}\).
- \(C_{1122}=C_{12}\), because the other two terms vanish.
- \(C_{2323}=C_{44}\), from \(\delta_{22}\delta_{33}=1\).

If the indices cannot be grouped into equal pairs, every term is zero, as required.

## Rotation to the film axes

Choose the right-handed orthonormal axes

\[
\mathbf e_1=\frac{[11\bar2]}{\sqrt6},\qquad
\mathbf e_2=\frac{[\bar110]}{\sqrt2},\qquad
\mathbf e_3=\frac{[111]}{\sqrt3},
\]

and let \(R_{am}\) be the component of \(\mathbf e_a\) along cube axis \(m\). Stress transforms as \(\sigma'_{ab}=\sum_{ij} R_{ai}R_{bj}\sigma_{ij}\), and strain in the same way. Hooke's law keeps its form if

\[
C'_{abcd}=\sum_{ijkl}R_{ai}R_{bj}R_{ck}R_{dl}\,C_{ijkl}.
\]

Because \(\sum_{ij}R_{ai}R_{bj}\delta_{ij}=\sum_i R_{ai}R_{bi}=\delta_{ab}\), the first two parts of the split keep their form. In the third part the deltas set all four cube indices equal to \(m\). Therefore

\[
C'_{abcd}=C_{12}\delta_{ab}\delta_{cd}
+C_{44}(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})
+H\sum_m R_{am}R_{bm}R_{cm}R_{dm}.
\]

The (111) direction makes the remaining sum easy, because \(R_{3m}^2=\tfrac13\) for each \(m\). First,

\[
\sum_m R_{3m}^4=3\cdot\tfrac19=\tfrac13,
\]

\[
C'_{3333}=C_{12}+2C_{44}+\frac{C_{11}-C_{12}-2C_{44}}{3}
=\frac{C_{11}+2C_{12}+4C_{44}}{3}.
\]

Next, \(\sum_m R_{3m}^2R_{1m}^2=\tfrac13\sum_mR_{1m}^2=\tfrac13\), since \(\mathbf e_1\) has unit length. Hence

\[
C'_{3311}=C_{12}+\frac{C_{11}-C_{12}-2C_{44}}{3}
=\frac{C_{11}+2C_{12}-2C_{44}}{3}.
\]

The same argument with \(\mathbf e_2\) gives \(C'_{3322}=C'_{3311}\).

## Why the film does not shear

A free face has no traction, so \(\sigma'_{13}=\sigma'_{23}=\sigma'_{33}=0\) there. Uniform strain means uniform stress, and the conditions hold throughout the film. The imposed strains are \(\varepsilon'_{11}=\varepsilon'_{22}=\varepsilon_\parallel\) and \(\varepsilon'_{12}=0\). Three strains are free to adjust: \(\varepsilon'_{33}=\varepsilon_\perp\), \(\varepsilon'_{13}\) and \(\varepsilon'_{23}\).

The first shear condition reads

\[
0=(C'_{1311}+C'_{1322})\varepsilon_\parallel+C'_{1333}\varepsilon_\perp
+2C'_{1313}\varepsilon'_{13}+2C'_{1323}\varepsilon'_{23}.
\]

Its coefficients follow from the rotated tensor. For the normal strain,

\[
C'_{1333}=H\sum_mR_{1m}R_{3m}^3=\frac H3\sum_mR_{1m}R_{3m}=0 .
\]

For the in-plane strain, the columns of \(R\) also have unit length, so \(R_{1m}^2+R_{2m}^2=1-R_{3m}^2=\tfrac23\), and

\[
C'_{1311}+C'_{1322}=H\sum_mR_{1m}R_{3m}(R_{1m}^2+R_{2m}^2)
=\frac{2H}{3}\sum_mR_{1m}R_{3m}=0 .
\]

For the shears themselves,

\[
C'_{1313}=C_{44}+\frac H3=\frac{C_{11}-C_{12}+C_{44}}3,\qquad
C'_{1323}=\frac H3\sum_mR_{1m}R_{2m}=0 .
\]

Stability makes \(C'_{1313}\) positive, so \(\varepsilon'_{13}=0\). Replacing \(\mathbf e_1\) by \(\mathbf e_2\) in the argument gives \(\varepsilon'_{23}=0\).

Equal in-plane strains matter here, because the two coefficients cancel without vanishing separately:

\[
C'_{1311}=\frac{H}{\sqrt3}\sum_mR_{1m}^3
=\frac{H}{\sqrt3}\,\frac{1+1-8}{6\sqrt6}=-\frac{H}{3\sqrt2}.
\]

If the film is stretched by \(\varepsilon\) along \([11\bar2]\) while \([\bar110]\) is held at zero strain, the shear condition becomes \(-H\varepsilon/(3\sqrt2)+2C'_{1313}\varepsilon'_{13}=0\), or

\[
\varepsilon'_{13}=\frac{H\,\varepsilon}{2\sqrt2\,(C_{11}-C_{12}+C_{44})}.
\]

## The normal strain

With the shears gone, the remaining condition is

\[
0=\sigma'_{33}=2C'_{3311}\varepsilon_\parallel+C'_{3333}\varepsilon_\perp .
\]

The factor 2 counts the two in-plane directions. Solving and cancelling the common factor \(\tfrac13\),

\[
\frac{\varepsilon_\perp}{\varepsilon_\parallel}
=-\frac{2C'_{3311}}{C'_{3333}}
=-\frac{2(C_{11}+2C_{12}-2C_{44})}{C_{11}+2C_{12}+4C_{44}},
\]

which is the stated result.

## The same result in the cube axes

The strain can be written without choosing in-plane axes:

\[
\varepsilon_{ij}=\varepsilon_\parallel(\delta_{ij}-n_in_j)+\varepsilon_\perp n_in_j
=\varepsilon_\parallel\delta_{ij}+\tfrac13(\varepsilon_\perp-\varepsilon_\parallel),
\]

because \(n_in_j=\tfrac13\) for every pair. All diagonal components equal \(e=(2\varepsilon_\parallel+\varepsilon_\perp)/3\), and all off-diagonal ones equal \(s=(\varepsilon_\perp-\varepsilon_\parallel)/3\). The stresses are \(Ke\) on the diagonal and \(2C_{44}s\) off it. Each component of the traction \(\sigma\mathbf n\) is then \((Ke+4C_{44}s)/\sqrt3\), with two off-diagonal terms per row. Setting it to zero and multiplying by 3 inside the bracket gives

\[
K(2\varepsilon_\parallel+\varepsilon_\perp)+4C_{44}(\varepsilon_\perp-\varepsilon_\parallel)=0,
\]

\[
(K+4C_{44})\,\varepsilon_\perp=-2(K-2C_{44})\,\varepsilon_\parallel .
\]

This is the same ratio. It shows the physics directly: the normal strain balances resistance to volume change, \(K\), against resistance to shear of the cube, \(C_{44}\).

The in-plane stress follows too. Since \(Ke=-4C_{44}s\), the stress tensor is \(-6C_{44}s\,(\delta_{ij}-n_in_j)\): its diagonal is \(-4C_{44}s\) and its off-diagonal part is \(2C_{44}s\), as required. The stress is therefore equal in all in-plane directions, with

\[
\sigma_\parallel=-6C_{44}s=2C_{44}(\varepsilon_\parallel-\varepsilon_\perp)
=M\varepsilon_\parallel,\qquad
M=\frac{6C_{44}K}{K+4C_{44}} .
\]

The last step uses \(1-\varepsilon_\perp/\varepsilon_\parallel=(K+4C_{44}+2K-4C_{44})/(K+4C_{44})=3K/(K+4C_{44})\).

## Limits and comparison with (001)

With \(x=K/C_{44}\), the ratio is

\[
\frac{\varepsilon_\perp}{\varepsilon_\parallel}=-\frac{2(x-2)}{x+4}=-2+\frac{12}{x+4}.
\]

For a stable crystal \(x>0\), so the ratio lies between \(-2\) and \(+1\).

- As \(x\to\infty\), volume change is prohibitively costly. The ratio tends to \(-2\), and \(2\varepsilon_\parallel+\varepsilon_\perp\) tends to zero.
- As \(x\to0\), shape change is the costly part. The ratio tends to \(+1\), and the film expands equally in all directions.
- At \(x=2\) the thickness does not respond to first order. Below this value a stretched film thickens.

Thickening needs unusual constants but violates no stability condition. For \(C_{11},C_{12},C_{44}=100,-20,80\) GPa, \(K=60\) GPa and the ratio is \(-2(60-160)/(60+320)=0.5263\). A direct solution of the traction equations in the cube axes gives this value.

For a (001) film the normal is a cube axis, and \(0=2C_{12}\varepsilon_\parallel+C_{11}\varepsilon_\perp\) gives the ratio \(-2C_{12}/C_{11}\). To compare the orientations, eliminate \(C_{44}\) in favour of \(H\):

\[
\left.\frac{\varepsilon_\perp}{\varepsilon_\parallel}\right|_{111}
=-\frac{2(3C_{12}+H)}{3C_{11}-2H}.
\]

For \(H=0\), the isotropic case, the two formulas agree. At fixed \(C_{11}\) and \(C_{12}\), the derivative of \((3C_{12}+H)/(3C_{11}-2H)\) with respect to \(H\) has the numerator \((3C_{11}-2H)+2(3C_{12}+H)=3K>0\). A crystal with \(H<0\) therefore has an algebraically larger ratio on (111) than on (001). If both ratios are negative, its (111) film contracts less.

## Worked example: a silicon film

Take a 5 nm silicon film under 1.00 % in-plane tension, with the rough room-temperature values \(C_{11}=170\), \(C_{12}=64\), \(C_{44}=80\) GPa and lattice parameter 0.54 nm. Then \(K=170+128=298\) GPa, and

\[
\frac{\varepsilon_\perp}{\varepsilon_\parallel}
=-\frac{2(298-160)}{298+320}=-\frac{2\cdot138}{618}=-0.447,
\]

\[
\varepsilon_\perp=-0.447\,\%,\qquad
M=\frac{6\cdot80\cdot298}{618}\ \text{GPa}=231\ \text{GPa},\qquad
\sigma_\parallel=2.3\ \text{GPa}.
\]

The spacing of the (111) planes, \(0.54/\sqrt3=0.31\) nm, shrinks by 0.447 %, or 1.4 pm. Over the whole film the thickness falls by about 22 pm.

In the cube axes the normal strain is \((2\cdot1.00-0.447)/3=0.518\) % and the tensor shear is \((-0.447-1.00)/3=-0.482\) %. To first order the cosine of the angle between two strained cube edges is \(2s=-0.0096\), so the angle opens from 90° to 90.55°. All three angles open equally: the cube is flattened along its diagonal. The threefold axis survives and still permutes the cube axes, so this strain does not split silicon's conduction-band valleys along those axes.

For the same constants the (001) ratio is \(-2\cdot64/170=-0.753\). Used by mistake for the (111) film, it would predict a contraction of 0.753 %, which is 69 % larger than the correct value. The order agrees with the sign of \(H=170-64-160=-54\) GPa.

## A test with atoms

The diamond lattice has two sublattices, which may shift relative to each other under strain. The derivation never mentions this shift, so it is fair to ask whether the result includes it. A Keating model provides a test. Let \(\mathbf r_i\) be the four bonds from one atom, of unstrained length \(d\), and let the energy per two-atom cell, in arbitrary units, be

\[
U=\sum_i(r_i^2-d^2)^2+0.30\sum_{i<j}\left(\mathbf r_i\cdot\mathbf r_j+\tfrac13d^2\right)^2 .
\]

The weight 0.30 is a round choice, not a fit to silicon. The three stiffnesses were computed from \(U\) with the sublattices free to shift. Separately, a (111) film was strained by \(\pm10^{-4}\) in its plane, and \(U\) was minimised over the normal displacement, the shears and the sublattice shift. The mean ratio of the two films was \(-0.804483\), and the formula with the model's own stiffnesses gives \(-0.804483\).

With stiffnesses computed at forbidden shift, the formula gives \(-0.219\) instead. The shift lowers the energy of a sheared cube and hence \(C_{44}\), while uniform expansion causes no shift and leaves \(K\) alone. A smaller \(C_{44}\) means a larger \(x\) and a more negative ratio. The stiffnesses in the formula must thus be those of the relaxed crystal, which is what a slow macroscopic measurement determines.

## The real film and the limits of the model

Germanium's lattice is roughly 4.2 % larger than silicon's. With linear interpolation, 1 % tension corresponds to a relaxed silicon-germanium buffer with a germanium fraction of \(1/4.2=0.24\). Patterning the film into narrow ridges breaks the assumption of equal in-plane strain, because the free side walls let the strain across a ridge relax. If the strain along \([\bar110]\) falls to zero while 1 % remains along \([11\bar2]\), the formula above gives the shear \(-54/(2\sqrt2\cdot186)\) times 1 %, or \(-0.10\) %. Zero strain is an intermediate case: with no stress left across the ridge, the film would contract in that direction.

Other effects change the ratio itself:

- **Large strain.** Hooke's law was extended by the cubic energy terms \(\tfrac16\sum C_{IJK}\eta_I\eta_J\eta_K\), where \(\eta\) is the finite strain in six-component form, with rough silicon constants listed in the program. At 1 % tension the ratio becomes \(-0.436\), smaller in magnitude by 2.4 %. Another set of third-order constants moves it by about 0.002.
- **Miscut.** A normal tilted by 4° towards or away from \([11\bar2]\) gives at most a change to \(-0.450\), under 1 %. The threefold axis forbids a term linear in the tilt. A shear of 0.03 % appears.
- **Heating.** If all stiffnesses soften by the same factor, the ratio is unchanged. If \(C_{44}\) alone softened by 1 %, the ratio would become \(-0.454\). This shows the sensitivity only: in silicon \(K\) softens as well, and typical temperature coefficients make the ratio less negative by about 0.002 per 100 K.

The rounding of the inputs matters as much: the commonly quoted constants 165.7, 63.9 and 79.6 GPa give a ratio of \(-0.439\) and \(M=229\) GPa. Together these show that even the second decimal of \(-0.45\) is uncertain here.

Some effects alter \(\varepsilon_\parallel\) but not the linear ratio. An expansion mismatch of roughly \(10^{-6}\) per K over 600 K of cooling changes the strain by 0.06 %, or 6 % of the imposed value. The tension falls if the substrate shrinks more than the film. The mismatch that counts is with the thick wafer, which sets the in-plane size; for a silicon film on a buffer carried by a silicon wafer it nearly vanishes. The film also strains its wafer. For equal moduli, film thickness \(t\) and wafer thickness \(T\), the force of a film in tension compresses the wafer by a fraction \(t/T\) of \(\varepsilon_\parallel\), and bending adds a further compression of \(3t/T\) at the surface under the film. For \(T=0.5\) mm the loss \(4t/T\) is \(4\times10^{-5}\).

Dislocations can release much more. Their onset was estimated by equating the work done by the film stress to the line energy per length in isotropic elasticity,

\[
\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\left(\ln\frac hb+1\right),
\]

with film thickness \(h\), Burgers vector length \(b\), its angle \(\beta\) to the line, \(G=69\) GPa and \(\nu=0.22\). The added 1 is an assumed core term. For perfect 60° dislocations gliding on the inclined {111} planes the estimate is 19 nm, or about 14 nm without the core term. For partials on those planes the energy of the fault they leave behind is omitted, which makes the estimates too low. The 90° partial then gives 10 nm, but tension drives it in the sense that would place atoms on top of each other, so it belongs to a compressed film; the 30° partial, which tension drives in the allowed sense, gives 18 nm. The 5 nm film lies below these values. This does not make it stable. For Burgers vectors lying in the (111) interface itself the same balance gives only about 4 nm for perfect dislocations, and about 2 nm for a 90° partial without fault energy. The uniform film stress has no shear component on that plane and cannot drive such dislocations in by glide, so whether they form depends on how they can nucleate, which this estimate does not describe.

Finally, the formula describes the interior. The film is about 16 plane spacings thick, and the rearrangement of its outermost atoms, which is not computed here, can alter the total thickness without changing the interior ratio.

## Values computed for the example and the checks

```
Inputs (rough, silicon near room temperature)
C11, C12, C44 = 170, 64, 80 GPa
lattice parameter = 0.54 nm; film = 5 nm
in-plane strain = 1.00 %
Ge-Si lattice mismatch = 4.2 %
Ge fraction of buffer (linear) = 0.24
Results for the (111) film
C11+2C12-2C44 = 138 GPa
C11+2C12+4C44 = 618 GPa
rotated C'3311 = 46.0 GPa
rotated C'3333 = 206.0 GPa
strain ratio (111) = -0.4466
normal strain = -0.447 %
(111) spacing, unstrained = 0.3118 nm
(111) spacing, strained = 0.3104 nm
film thickness change = -22.3 pm
biaxial modulus M = 231.5 GPa
in-plane stress = 2.31 GPa
cube-axis normal strain = 0.518 %
cube-axis tensor shear = -0.482 %
angle between cube edges = 90.55 deg
strain ratio (001) = -0.7529
normal strain if (001) ratio misused = -0.753 %
shear if strained along [11-2] only = -0.103 %
Tests on other crystals
ratio for C11,C12,C44 = 100,-20,80 GPa: 0.5263
Keating bend/stretch weight = 0.30
Keating film ratio, atoms relaxed = -0.804483
formula with Keating constants = -0.804483
formula, sublattice shift forbidden = -0.219355
Neglected effects (rough sizes)
third-order C111,C112,C123 = -830,-450,-64 GPa
third-order C144,C155,C456 = 12,-310,-64 GPa
ratio with third-order, finite strain = -0.4357
ratio at 4 deg miscut = -0.4500
tensor shear at that miscut = 0.032 %
softening = 1e-04 per K; heating = 100 K
ratio if only C44 softens = -0.4541
expansion gap = 1e-06 per K; cooling = 600 K
thermal mismatch strain = 0.060 %
wafer thickness = 0.5 mm
fraction of strain lost to wafer = 4.0e-05
average shear modulus = 69.2 GPa; Poisson ratio = 0.217
dislocation onset, perfect = 19 nm
dislocation onset, partial, no fault cost = 10 nm
```
